# Ion Flux and the Reversal Temperature of an Amorphous/Crystalline Interface

## Two fluxes, one interface

Take a flat interface between amorphous and crystalline silicon under an ion beam. The beam amorphizes crystal at a rate proportional to the ion flux. Thermal annealing rebuilds crystal at a rate proportional to $e^{-E/kT}$, whatever the flux. At some temperature the two rates cancel and the interface stands still.

Now raise the flux tenfold. Amorphization becomes ten times faster, so the interface stands still again only if $e^{-E/kT}$ also becomes ten times larger. If $T_1$ and $T_2$ are the two balance temperatures,

$$
e^{-E/kT_2}=10\,e^{-E/kT_1}
\quad\Rightarrow\quad
\frac1{T_2}=\frac1{T_1}-\frac{k}{E}\ln 10 .
$$

Each further factor of ten subtracts the same amount from $1/T$. For $E=1.2$ eV it is $1.65\times10^{-4}\ \mathrm{K^{-1}}$. The logarithm thus comes from inverting an exponential rate.

## The balance in general

Let $\phi$ be the number of ions per unit area and time, and let $v$ be the interface velocity, positive when crystal grows. Each ion amorphizes a mean volume $V_a$ at the interface. In a time $dt$ an area $S$ receives $\phi S\,dt$ ions, which amorphize a volume $V_a\phi S\,dt$. Division by $S\,dt$ gives the amorphization velocity $V_a\phi$. With a recrystallization velocity $v_0e^{-E/kT}$,

$$
v(T,\phi)=v_0e^{-E/kT}-V_a\phi . \tag{1}
$$

Here $T$ is the temperature of the interface itself, and $v_0$, $E$ and $V_a$ are constants for a given ion, ion energy, interface depth and crystal orientation. Setting $v=0$ at $T=T_R$ and taking logarithms,

$$
e^{-E/kT_R}=\frac{V_a\phi}{v_0}
\quad\Rightarrow\quad
-\frac{E}{kT_R}=\ln\frac{\phi}{\phi_0},
\qquad \phi_0=\frac{v_0}{V_a}.
$$

Multiplication by $-k/E$ gives

$$
\boxed{\;\frac1{T_R}=\frac{k}{E}\,\ln\frac{\phi_0}{\phi}\;} \tag{2}
$$

so that $d(1/T_R)/d\ln\phi=-k/E$.

A positive, finite $T_R$ requires $\phi<\phi_0$. Above $\phi_0$ amorphization wins in this model even at infinite temperature. Below it the solution is unique, because the growth term in (1) rises steadily with $T$ while the other term is constant. The interface amorphizes below $T_R$ and crystallizes above it.

Differentiating $1/T_R$ as $-dT_R/T_R^2$ turns the slope into a temperature shift:

$$
\frac{dT_R}{d\ln\phi}=\frac{kT_R^2}{E}. \tag{3}
$$

The plot of $T_R$ itself against $\ln\phi$ is therefore curved; the plot of $1/T_R$ is straight.

## What the flux-independent term can and cannot be

Read literally, equation (1) says that crystal keeps growing at $v_0e^{-E/kT}$ after the beam is switched off. That would be correct if the term were ordinary thermal regrowth. For silicon, rough values for that process are a prefactor of $5\times10^{15}$ nm/s and an energy of 2.7 eV. At 441.5 K, the reversal temperature of the example below, they give $7.5\times10^{-16}$ nm/s, whereas balance requires 0.01 nm/s. Thermal regrowth alone would put the reversal near 769 K.

The growth near 440 K must therefore be tied to the beam. The following model makes it so and still gives equation (2).

Divide the interface into independent zones of area $A$. Ions arrive at random, so a zone is hit at the rate $A\phi$. The rules are:

- A hit on an undamaged zone leaves it damaged.
- Damage anneals at the rate $1/\tau$, with $\tau=e^{E/kT}/\nu$, and a volume $V_c$ then crystallizes.
- A hit on a zone that is still damaged amorphizes a volume $V_a$ and leaves the zone damaged.

Let $\theta$ be the fraction of damaged zones. It grows by hits on undamaged zones and falls by annealing:

$$
\frac{d\theta}{dt}=A\phi(1-\theta)-\frac{\theta}{\tau}. \tag{4}
$$

In the steady state $A\phi=\theta(A\phi+1/\tau)$. Multiplying by $\tau$ and writing $s=A\phi\tau$ for the mean number of hits on a zone during one damage lifetime,

$$
\theta=\frac{s}{1+s}. \tag{5}
$$

One annealing event adds the volume $V_c$ over the area $A$, that is, a mean height $V_c/A$. Such events occur at the rate $\theta/\tau$ per zone. Amorphizing hits occur at the rate $A\phi\theta$ per zone, and each removes the height $V_a/A$. Hence

$$
v=\frac{V_c}{A}\frac{\theta}{\tau}-\frac{V_a}{A}A\phi\,\theta
=\theta\left[\frac{V_c\nu}{A}e^{-E/kT}-V_a\phi\right]. \tag{6}
$$

The bracket is equation (1) with $v_0=V_c\nu/A$. Since $\theta>0$ whenever the beam is on, the factor in front cannot move the zero. Equation (2) holds in this model with

$$
\phi_0=\frac{V_c\,\nu}{V_a A},\qquad s(T_R)=\frac{V_c}{V_a}. \tag{7}
$$

### Limits of the velocity

Substituting (5) into (6), with $1/\tau=A\phi/s$, gives

$$
v=\phi\,\frac{V_c-V_a s}{1+s}. \tag{8}
$$

At low temperature $s\gg1$. Nearly every hit finds earlier damage, and $v\to-V_a\phi$. The small growth part is $\theta V_c/(A\tau)\to V_c/(A\tau)$, which no longer contains the flux. This is the regime in which the assumption behind (1) holds: damage is saturated, and annealing sets the pace.

At high temperature $s\ll1$. Damage anneals before the next hit, each ion crystallizes $V_c$, and $v\to V_c\phi$. Growth is then proportional to flux.

At the reversal itself $\theta=V_c/(V_a+V_c)$, which is near one only if $V_c\gg V_a$. The growth part then generally retains some flux dependence through $\theta$. The line survives because amorphization carries the same factor, so their ratio,

$$
\frac{V_a\phi\,\theta}{V_c\theta/(A\tau)}=\frac{V_a}{V_c}\,A\phi\tau ,
$$

remains strictly proportional to $\phi\tau$.

### Switching the beam on and off

With the beam off, (4) gives $\theta(t)=\theta(0)e^{-t/\tau}$. The remaining regrowth is

$$
\Delta h=\int_0^\infty\frac{V_c}{A\tau}\,\theta(0)e^{-t/\tau}\,dt=\frac{V_c}{A}\,\theta(0), \tag{9}
$$

a finite height instead of endless growth. After switching on, $\theta$ approaches its steady value with the time constant $1/(A\phi+1/\tau)$, as the coefficient of $\theta$ in (4) shows. At $T_R$ the interface stays at rest even during this transient, since the bracket in (6) is zero for any $\theta$.

## How much of the model the slope needs

Suppose only that the mean displacement per ion, $v/\phi$, depends on flux and temperature through the product $\phi\tau(T)$, and that it changes sign once, at $\phi\tau=c$. Then

$$
\frac{\phi}{\nu}e^{E/kT_R}=c
\quad\Rightarrow\quad
\frac1{T_R}=\frac{k}{E}\left[\ln(c\nu)-\ln\phi\right].
$$

The slope is again $-k/E$; the details enter through $c$ alone. Two changes of the rules illustrate this.

**Fixed lifetime.** Let damage last exactly $\tau$, counted from the latest hit. The gap between hits on a zone is exponentially distributed with mean $1/(A\phi)$, so it exceeds $\tau$ with probability $e^{-s}$. Balance per hit reads $V_ce^{-s}=V_a(1-e^{-s})$. Collecting the exponentials gives $e^{-s}=V_a/(V_a+V_c)$, or $s=\ln(1+V_c/V_a)$.

**Every hit amorphizes.** Let lifetimes be random again, but let each ion amorphize $V_a$ whether or not the zone was damaged. Damage anneals before the next hit with probability $(1/\tau)/(1/\tau+A\phi)=1/(1+s)$. Balance is $V_c/(1+s)=V_a$, so $s=V_c/V_a-1$. This needs $V_c>V_a$; otherwise amorphization wins at every temperature and there is no reversal.

These rules were tested by sampling a million ion arrivals at each of five fluxes from $10^{11}$ to $10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$, with $E=1.2$ eV and $V_c/V_a=2$, and locating the temperature of zero net displacement. The fitted energies were 1.201 eV for the original rules, 1.200 eV for fixed lifetimes and 1.200 eV when every hit amorphizes. The values of $s$ at reversal were 2.000, 1.099 and 1.001, against the predicted 2, $\ln3=1.099$ and 1.

### When the slope is not $-k/E$

Let the growth velocity be $C\phi^m e^{-E/kT}$, with amorphization still $V_a\phi$. Balance gives

$$
V_a\phi^{1-m}=Ce^{-E/kT_R}
\quad\Rightarrow\quad
\frac1{T_R}=\frac{k}{E}\left[\ln\frac{C}{V_a}-(1-m)\ln\phi\right]. \tag{10}
$$

For $m<1$ the plot is still straight, but a fit that assumes (2) returns the apparent energy $E/(1-m)$. For $m=1$ the flux cancels and $T_R$ does not depend on it.

The case $m=1/2$ arises when growth is carried by mobile defects that annihilate in pairs. Let $g\phi$ be their generation rate per area and $K$ a temperature-independent annihilation coefficient. Their density $n$ obeys $dn/dt=g\phi-Kn^2$, so in the steady state $n=\sqrt{g\phi/K}$. A growth velocity proportional to $n\,e^{-E/kT}$ then has $m=1/2$. With $E=1.2$ eV, integrating the defect equation and solving the balance gives an apparent energy of 2.40 eV, twice the true one. The factor of two depends on the constant $K$. If annihilation is itself activated, $K\propto e^{-E_K/kT}$, then $n\propto e^{E_K/2kT}$ at fixed flux and the apparent energy becomes $2E-E_K$. When the same defect motion sets both growth and annihilation, $E_K=E$ and the apparent energy is again $E$. A straight plot therefore does not by itself identify the energy of a single atomic step; the flux exponent and the temperature dependence of the defect density must be known as well.

## Worked example

The regime is silicon under MeV heavy ions. The parameters are rough round values: $E=1.2$ eV, $\nu=10^{12}\ \mathrm{s^{-1}}$, $A=4\ \mathrm{nm^2}$, $V_a=1\ \mathrm{nm^3}$, $V_c=2\ \mathrm{nm^3}$. The growth prefactor is

$$
v_0=\frac{V_c\nu}{A}=\frac{2\times10^{12}}{4}\ \mathrm{nm/s}=5\times10^{11}\ \mathrm{nm/s}.
$$

A flux of $10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$ equals $0.01\ \mathrm{nm^{-2}\,s^{-1}}$, so $V_a\phi=0.01$ nm/s. Then

$$
\frac{E}{kT_R}=\ln\frac{5\times10^{11}}{0.01}=31.54,
\qquad T_R=441.5\ \mathrm{K}=168\ ^\circ\mathrm{C}.
$$

With the other parameters fixed, the flux moves the reversal as follows.

| $\phi$ (cm⁻² s⁻¹) | $T_R$ (K) | $1/T_R$ (10⁻³ K⁻¹) |
|---|---|---|
| $10^{11}$ | 411.4 | 2.430 |
| $10^{12}$ | 441.5 | 2.265 |
| $10^{13}$ | 476.2 | 2.100 |

The last column falls by 0.165 per decade. The temperature steps are unequal, 30 K and then 35 K, as the factor $T_R^2$ in (3) requires.

At $10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$, equation (6) gives $-0.0073$ nm/s at 420 K and $+0.0092$ nm/s at 460 K. A dose of $10^{15}\ \mathrm{cm^{-2}}$ takes 1000 s, so in the steady state it amorphizes 7.3 nm at 420 K and crystallizes 9.2 nm at 460 K. The transients after switching on and off change these values by less than 1 nm. The sampled events reproduce both velocities to within $10^{-4}$ nm/s. They also approach the two limits of (8): $-0.010$ nm/s at 250 K and $+0.020$ nm/s at 700 K. At 400 K, where damage is nearly saturated, the sampled growth part is $3.7\times10^{-4}$ nm/s both at this flux and at three times this flux, with a sampling error of about 1 %.

At $T_R$ the damage lifetime is $\tau=s/(A\phi)=2/0.04=50$ s, and two thirds of the zones are damaged. The transient after switching on has the time constant $1/(0.04+0.02)\approx17$ s. At other temperatures the time constant stays below $1/(A\phi)$, which is 25 s at this flux and 250 s at $10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$. Velocities away from $T_R$ should be averaged over times well beyond this bound. After switching off, (9) gives $(2/4)(2/3)=0.33$ nm of further growth, a distance of the order of the atomic spacing.

## Corrections for a real measurement

Define the apparent energy by $E_{\rm app}=-k\,d\ln\phi/d(1/T_R)$. Each correction below is taken alone, with the other parameters of the example unchanged. Except where a formula is evaluated directly, the quoted energies come from straight-line fits over the two decades of flux.

**Attempt rate proportional to temperature.** Then $\ln\phi=\text{const}+\ln T_R-E/kT_R$. Since $d\ln T/d(1/T)=-T$, the apparent energy is $E+kT_R$. The fit gives 1.238 eV.

**Activated crystallized volume.** If $V_c\propto e^{-E_c/kT}$, equation (7) gives $\phi\propto e^{-(E+E_c)/kT_R}$ and $E_{\rm app}=E+E_c$. For $E_c=0.2$ eV this is 1.40 eV. The simple sum relies on $s(T_R)\propto V_c$; in general $E_{\rm app}=E+E_c\,d\ln s/d\ln V_c$, with $s$ taken at reversal. At $V_c/V_a=2$ this factor is 0.61 for fixed lifetimes and 2 when every hit amorphizes. With $\nu$ adjusted to keep the middle reversal at 441.5 K, the fits give 1.32 eV and 1.61 eV, and the plot is no longer exactly straight.

**Spread of annealing energies.** Let every hit, including one on a damaged zone, draw a new $E$ from a Gaussian distribution with standard deviation $\sigma=0.05$ eV. The annealing probability $p=1/(1+e^u)$, with $u=\ln s$, must now be averaged. At reversal its average is $V_a/(V_a+V_c)=1/3$. The derivatives are $p'=-p(1-p)$ and $p''=p(1-p)(1-2p)$. To second order in $\sigma/kT$, the average stays at $1/3$ if $u$ shifts by

$$
\delta u=-\frac{p''}{2p'}\frac{\sigma^2}{(kT)^2}=\frac{1-2p}{2}\frac{\sigma^2}{(kT)^2}=\frac{\sigma^2}{6(kT)^2}.
$$

So $\ln(A\phi/\nu)=\ln2-E/kT_R+\sigma^2/6(kT_R)^2$, and differentiation gives $E_{\rm app}=E-\sigma^2/3kT_R$, a reduction of about 0.02 eV. Here $\sigma/kT_R\approx1.3$ is not small, so this is only an estimate; the full average gives 1.186 eV. The sign follows the factor $1-2p$: the second-order shift vanishes for $V_c=V_a$ and becomes an increase for $V_c<V_a$ (the full average gives 1.214 eV at $V_c/V_a=0.5$). It also depends on the assumption that each hit draws a new energy. If a damaged zone instead keeps its energy until it anneals, the mean number of amorphizing hits per annealing event is the average of $s$, which contains the factor $e^{\sigma^2/2(kT)^2}$. Setting this average equal to $V_c/V_a$ gives $E_{\rm app}=E+\sigma^2/kT_R$, an increase of about 0.06 eV, with the reversal at $10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$ moved to 453 K.

**Beam heating.** Ions of 1.5 MeV at $10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$ deliver 0.24 W/cm². If all this heat leaves through a wafer contact of 0.1 W cm⁻² K⁻¹, the wafer is 2.4 K hotter than its holder. At $10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$ the difference is 24 K. Using the holder temperature for $T_R$ makes $1/T_R$ too large, mostly at high flux, and so flattens the plot. A straight line through the five points then yields 1.73 eV instead of 1.2 eV, but the plot is strongly curved: the points miss the line by up to 6 K, and the local energy rises from 1.24 eV between the two lowest fluxes to more than 10 eV between the two highest. The fitted value therefore depends on the fluxes chosen. This is the largest of the four corrections for these numbers, and it is removed by measuring or calculating the wafer temperature.

**Scanned beam.** With a scan period of 0.01 s, a zone receives on average 0.004 hits per scan at $10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$. The damage lifetime at that reversal is $2/(4\times0.1)=5$ s. Both the time between hits and the lifetime far exceed the period, so the time-averaged flux is the one to use.

## Beside real silicon

For silicon under MeV heavy ions, reversal temperatures lie roughly between 400 and 500 K, with an apparent energy of roughly 1.2 eV. The example lies in this range because its parameters were chosen to do so; its absolute temperatures are not predictions. A tenfold error in $\phi_0$ acts like a tenfold change of flux and moves the reversal at 441.5 K by 30 to 35 K. A constant $V_c$ is a simplification. Well above the reversal it makes the growth per ion in (8) nearly independent of temperature, whereas in real silicon this growth still rises weakly, with an energy of roughly 0.2 to 0.3 eV. If that activation extends down to the reversal, the damage-annealing energy lies below the apparent 1.2 eV by an amount that depends on the microscopic rules: in these models it is 0.9 to 1.0 eV for the original rules, 1.0 to 1.1 eV for fixed lifetimes and about 0.6 to 0.8 eV when every hit amorphizes.

To transfer a measured reversal from flux $\phi_1$ to $\phi_2$, no microscopic parameter is needed:

$$
\frac1{T_2}=\frac1{T_1}-\frac{k}{E_{\rm app}}\ln\frac{\phi_2}{\phi_1}.
$$

This holds for the same ion, ion energy, interface depth, orientation and impurity content, with true interface temperatures, and within the flux range where the plot has been found straight.

## Numbers as computed

```
INPUTS (rough round values, silicon under MeV heavy ions)
annealing energy E = 1.20 eV; attempt rate = 1.0e+12 1/s
zone area A = 4.0 nm^2; Va = 1.0 nm^3; Vc = 2.0 nm^3
growth prefactor v0 = Vc*nu/A = 5.00e+11 nm/s
limiting flux flux0 = 5.00e+25 cm^-2 s^-1
slope of 1/T_R per unit ln(flux) = -7.1811e-05 1/K
slope of 1/T_R per decade = -1.6535e-04 1/K
REVERSAL TEMPERATURES FROM THE FORMULA
flux 1.00e+11 cm^-2 s^-1: T_R = 411.4 K = 138.3 C, 1/T_R = 2.43049e-03 1/K
flux 3.16e+11 cm^-2 s^-1: T_R = 425.9 K = 152.8 C, 1/T_R = 2.34782e-03 1/K
flux 1.00e+12 cm^-2 s^-1: T_R = 441.5 K = 168.3 C, 1/T_R = 2.26514e-03 1/K
flux 3.16e+12 cm^-2 s^-1: T_R = 458.2 K = 185.0 C, 1/T_R = 2.18247e-03 1/K
flux 1.00e+13 cm^-2 s^-1: T_R = 476.2 K = 203.1 C, 1/T_R = 2.09979e-03 1/K
REVERSAL LINE FROM SAMPLED EVENTS
rule 'damaged hit': energy = 1.2014 eV, A*flux*tau = 2.0003 (formula 2.0000)
rule 'fixed life': energy = 1.1996 eV, A*flux*tau = 1.0994 (formula 1.0986)
rule 'every hit': energy = 1.2001 eV, A*flux*tau = 1.0010 (formula 1.0000)
VELOCITY AT 1e12 cm^-2 s^-1: events / formula, damaged fraction
T = 250 K: -0.00999 / -0.01000 nm/s, fraction 1.0000
T = 420 K: -0.00727 / -0.00728 nm/s, fraction 0.9094
T = 460 K: +0.00921 / +0.00921 nm/s, fraction 0.3596
T = 700 K: +0.02004 / +0.02000 nm/s, fraction 0.0000
growth part at 400 K: 3.722e-04 nm/s; at 3 x flux: 3.731e-04 nm/s
BEAM SWITCHED OFF AT T_R, 1e12 cm^-2 s^-1
E/(k T_R) = 31.543; damage lifetime = 50.00 s
damaged fraction = 0.6667; later regrowth = 0.3333 nm
literal growth term, never ending = 0.0100 nm/s
pair annihilation (m = 1/2): apparent energy = 2.4000 eV
NEGLECTED EFFECTS
intrinsic regrowth input: 5.0e+15 nm/s, 2.7 eV
intrinsic regrowth at T_R = 7.52e-16 nm/s
reversal if only intrinsic regrowth acted = 768.8 K
attempt rate ~ T: apparent energy = 1.2381 eV
Vc activated by 0.2 eV: apparent energy = 1.4000 eV
E spread by 0.05 eV: apparent energy = 1.1856 eV
beam: 1.5 MeV ions, contact 0.1 W cm^-2 K^-1
flux 1e+11 cm^-2 s^-1: 0.024 W/cm^2, heating 0.24 K
flux 1e+12 cm^-2 s^-1: 0.240 W/cm^2, heating 2.40 K
flux 1e+13 cm^-2 s^-1: 2.403 W/cm^2, heating 24.03 K
holder temperature used for T_R: apparent energy = 1.729 eV
hits per zone in a 0.01 s scan at 1e13: 4.0e-03
```
